# A Finite Imaginary Energy on Device Sites Absorbs Current: a numerical check

```python
"""
Result under test: a finite imaginary energy eta on every device site,
  G = [(E + i eta) - H - Sigma_L - Sigma_R]^(-1),
absorbs particles: R + T + A_L = 1 with A_L = 2 eta Tr[Gamma_L G^dagger G].
R, T: reflection and transmission for a wave from the left; A_L, A_R: absorbed
fraction for a wave from the left or right; Gamma: lead broadening.
Independent road: wave matching of lead and device amplitudes, without G.
Model: one-band chain, hopping -t, metal lead | barrier | semiconductor lead.
Energies in eV, Fermi energy zero; the single-level part uses meV.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import expm
from scipy.special import expit

t = 1.0
METAL_BOTTOM, SEMI_EDGE, BARRIER_TOP = -1.5, -0.05, 0.5
BARRIER_SITES, PAD = 12, 4
METAL, SEMI = METAL_BOTTOM + 2*t, SEMI_EDGE + 2*t
TEMPERATURE, BIAS = 300.0, 0.010
kT = const.k*TEMPERATURE/const.e
HBAR = const.hbar/const.e
CURRENT_UNIT = 2*const.e**2/const.h*1e6      # microampere per eV


def device_levels(metal_sites=PAD):
    x = np.arange(BARRIER_SITES)/BARRIER_SITES
    edge = SEMI_EDGE + (BARRIER_TOP - SEMI_EDGE)*(1 - x)**2
    return np.concatenate([np.full(metal_sites, METAL), edge + 2*t,
                           np.full(PAD, SEMI)])


def lead_phase(E, onsite):
    """exp(ik) of the outgoing or decaying lead wave."""
    x = (onsite - E)/(2*t)
    if abs(x) < 1:
        return x + 1j*np.sqrt(1 - x*x)
    return complex(x - np.sign(x)*np.sqrt(x*x - 1))


def chain(levels):
    n = len(levels)
    return np.diag(levels) - t*(np.eye(n, k=1) + np.eye(n, k=-1))


def green(E, eta, levels):
    pL, pR = lead_phase(E, METAL), lead_phase(E, SEMI)
    M = (E + 1j*eta)*np.eye(len(levels)) - chain(levels)
    M[0, 0] += t*pL
    M[-1, -1] += t*pR
    return np.linalg.inv(M), 2*t*pL.imag, 2*t*pR.imag


def from_green(E, eta, levels):
    G, gL, gR = green(E, eta, levels)
    R = abs(1 - 1j*gL*G[0, 0])**2
    T = gL*gR*abs(G[-1, 0])**2
    AL = 2*eta*gL*np.sum(abs(G[:, 0])**2)
    AR = 2*eta*gR*np.sum(abs(G[:, -1])**2)
    return R, T, AL, AR


def matching(E, eta, levels, on_in=METAL, on_out=SEMI):
    """Solve for reflected, device and transmitted amplitudes."""
    p, q = lead_phase(E, on_in), lead_phase(E, on_out)
    diag = np.concatenate([[E - on_in + t*p], E + 1j*eta - levels,
                           [E - on_out + t*q]])
    n = len(diag)
    M = np.diag(diag) + t*(np.eye(n, k=1) + np.eye(n, k=-1))
    rhs = np.zeros(n, complex)
    rhs[0] = -(E - on_in) - t/p
    rhs[1] = -t
    sol = np.linalg.solve(M, rhs)
    R = abs(sol[0])**2
    T = abs(sol[-1])**2*q.imag/p.imag
    psi = sol.copy()
    psi[0] += 1                       # last lead site: incident + reflected
    return R, T, psi, 2*t*p.imag


def probe_currents(G, gL, gR, eta):
    """Each site's 2*eta is a probe with zero net current; f_L=1, f_R=0."""
    n = len(G)
    site = np.concatenate([[0, n - 1], np.arange(n)])
    gam = np.concatenate([[gL, gR], np.full(n, 2*eta)])
    P = gam[:, None]*gam[None, :]*abs(G[np.ix_(site, site)])**2
    np.fill_diagonal(P, 0)
    K = np.diag(P.sum(axis=1)) - P
    f = np.zeros(n + 2)
    f[0] = 1
    f[2:] = np.linalg.solve(K[2:, 2:], P[2:, 0])
    return np.sum(P[0]*(f[0] - f)), np.sum(P[1]*(f - f[1]))


def close(a, b, rel=1e-9, absol=1e-13):
    return np.allclose(a, b, rtol=rel, atol=absol)


levels = device_levels()
E0, eta0 = 0.0, 1e-3

# Global and local balance, Green function against wave matching
for E in (-0.02, 0.0, 0.3, 0.8):
    for eta in (0.0, 1e-3, 0.05):
        R, T, AL, AR = from_green(E, eta, levels)
        Rm, Tm, psi, v = matching(E, eta, levels)
        Rr, Tr, _, _ = matching(E, eta, levels[::-1], SEMI, METAL)
        assert close([R, T], [Rm, Tm])
        assert close(AL, 1 - Rm - Tm, 1e-8, 1e-11)
        assert close(AR, 1 - Rr - Tr, 1e-8, 1e-11)
        assert close(Tm, Tr)          # reciprocity survives absorption
        J = 2*t*np.imag(np.conj(psi[:-1])*psi[1:])/v
        assert close(J[:-1] - J[1:], 2*eta*abs(psi[1:-1])**2/v, 1e-8, 1e-11)
        assert close([J[0], J[-1]], [1 - Rm, Tm], 1e-8, 1e-11)

# Norm decay of the isolated device
duration = 200.0                      # in units of hbar/eV
H_abs = chain(levels) - 1j*eta0*np.eye(len(levels))
start = np.zeros(len(levels))
start[3] = 1
norm = np.sum(abs(expm(-1j*H_abs*duration) @ start)**2)
assert close(norm, np.exp(-2*eta0*duration), 1e-8)

# Equal filling of both leads: bond current from the correlation function
G, gL, gR = green(E0, eta0, levels)
Gn = gL*np.outer(G[:, 0], G[:, 0].conj()) \
    + gR*np.outer(G[:, -1], G[:, -1].conj())
inflow_left = 2*t*Gn[1, 0].imag + 2*eta0*Gn[0, 0].real
inflow_right = -2*t*Gn[-1, -2].imag + 2*eta0*Gn[-1, -1].real
R0, T_eta, AL0, AR0 = from_green(E0, eta0, levels)
assert close([inflow_left, inflow_right], [AL0, AR0], 1e-8, 1e-12)

# Dwell time at eta = 0 fixes the small-eta absorption
_, T0, psi0, v0 = matching(E0, 0.0, levels)
dwell = np.sum(abs(psi0[1:-1])**2)/v0            # in hbar/eV
Rs, Ts, _, _ = matching(E0, 1e-6, levels)
assert close((1 - Rs - Ts)/1e-6, 2*dwell, 1e-4)
eta_ok = 0.01*T0/(2*dwell)
_, T_ok, A_ok, _ = from_green(E0, eta_ok, levels)
assert close(A_ok/T_ok, 0.01, 1e-3)

# More metal sites counted as device
EXTRA = 400
long_levels = device_levels(PAD + EXTRA)
_, T_long, A_long, _ = from_green(E0, eta0, long_levels)
_, T_long0, _, _ = from_green(E0, 0.0, long_levels)
decay_law = np.exp(-2*eta0*EXTRA/v0)
assert close(T_long0, T0, 1e-8)
assert close(T_long/T_eta, decay_law, 3e-3)      # law is first order in eta

# Probes with in-scattering restore conservation
probe_L, probe_R = probe_currents(G, gL, gR, eta0)
assert close(probe_L, probe_R, 1e-8)

# Lorentzian average: amplitude against probability, three-site device
theta = (np.arange(4000) + 0.5)*np.pi/4000 - np.pi/2


def wide_band_G(z):
    M = z*np.eye(3) - chain(np.array([0.1, -0.2, 0.3]))
    M = M.astype(complex)
    M[0, 0] += 0.2j
    M[2, 2] += 0.35j
    return np.linalg.inv(M)


for E in (-1.3, 0.1, 0.9):
    samples = np.array([wide_band_G(E + 0.1*np.tan(a))[2, 0] for a in theta])
    g_eta = wide_band_G(E + 0.1j)[2, 0]
    assert close(samples.mean(), g_eta, 1e-7, 1e-9)
    assert np.mean(abs(samples)**2) > abs(g_eta)**2

# Single level, energies in meV
for a, b, eta in ((0.6, 1.7, 0.4), (1.0, 1.0, 1.0)):
    def level_T(E, h):
        return a*b*abs(1/(E + 1j*h + 0.5j*(a + b)))**2
    area0 = quad(level_T, -np.inf, np.inf, args=(0.0,))[0]
    area = quad(level_T, -np.inf, np.inf, args=(eta,))[0]
    assert close(area/area0, (a + b)/(a + b + 2*eta), 1e-6)
    for E in (0.0, 0.7):
        smeared = np.mean(level_T(E + eta*np.tan(theta), 0.0))
        g1 = np.array([[1/(E + 1j*eta + 0.5j*(a + b))]])
        pl, pr = probe_currents(g1, a, b, eta)
        assert close([pl, pr], [smeared, smeared], 1e-7)
        if E == 0.0:
            peak = level_T(0.0, eta)
            peak0 = level_T(0.0, 0.0)
            peak_R = abs(1 - 1j*a*g1[0, 0])**2
            peak_A = 2*eta*a*abs(g1[0, 0])**2
            peak_smeared, peak_probe = smeared, pl
            assert close(peak_R + peak + peak_A, 1.0)


# Energy-integrated terminal currents
def energy_grid(lo, hi, n):
    x, w = np.polynomial.legendre.leggauss(n)
    ang = (x + 1)*np.pi/4
    return lo + (hi - lo)*np.sin(ang)**2, w*np.pi/4*(hi - lo)*np.sin(2*ang)


def currents(n, use_matching):
    """Zero-bias inflow left, right, and coherent current at BIAS."""
    left = right = coherent = 0.0
    for lo, hi in ((METAL_BOTTOM, SEMI_EDGE), (SEMI_EDGE, 0.7)):
        for E, w in zip(*energy_grid(lo, hi, n)):
            f = expit(-E/kT)
            window = expit(-(E - BIAS)/kT) - f
            if use_matching:
                R, T, _, _ = matching(E, eta0, levels)
                AL, AR = 1 - R - T, 0.0
                if E > SEMI_EDGE:
                    R, T, _, _ = matching(E, eta0, levels[::-1], SEMI, METAL)
                    AR = 1 - R - T
                Tc = matching(E, 0.0, levels)[1]
            else:
                _, _, AL, AR = from_green(E, eta0, levels)
                Tc = from_green(E, 0.0, levels)[1]
            left += w*f*AL
            right += w*f*AR
            coherent += w*window*Tc
    return CURRENT_UNIT*np.array([left, right, coherent])


I_green = currents(240, False)
I_match = currents(360, True)
assert close(I_green, I_match, 1e-4)

# Printed numbers
print("SINGLE LEVEL, Gamma_L = %.1f, Gamma_R = %.1f, eta = %.1f meV"
      % (a, b, eta))
print("peak T without eta: %.4f" % peak0)
print("peak T with eta: %.4f" % peak)
print("peak R with eta: %.4f" % peak_R)
print("peak absorption with eta: %.4f" % peak_A)
print("peak of smeared coherent T: %.4f" % peak_smeared)
print("peak of probe transmission: %.4f" % peak_probe)
print("area under T without eta: %.4f meV" % area0)
print("area under T with eta: %.4f meV" % area)
print("CONTACT MODEL, hopping t = %.1f eV" % t)
print("metal band bottom: %.2f eV" % METAL_BOTTOM)
print("semiconductor band edge: %.2f eV" % SEMI_EDGE)
print("barrier top: %.2f eV, barrier sites: %d" % (BARRIER_TOP, BARRIER_SITES))
print("device sites in all: %d" % len(levels))
print("AT THE FERMI ENERGY, E = %.1f eV" % E0)
print("metal 2t sin k: %.4f eV" % v0)
print("coherent T, eta = 0: %.4e" % T0)
print("dwell time from metal side: %.3f fs" % (dwell*HBAR*1e15))
for h in (1e-3, 1e-5, 1e-7):
    r_, t_, a_, _ = from_green(E0, h, levels)
    print("eta = %.0e eV: T = %.4e, A_L = %.4e, A_L/T = %.4g"
          % (h, t_, a_, a_/t_))
print("eta giving A_L/T = 0.01: %.3e eV" % eta_ok)
print("BELOW: eta = %.1f meV" % (eta0*1e3))
print("norm lifetime hbar/(2 eta): %.4f ps" % (HBAR/(2*eta0)*1e12))
print("R from metal side: %.6f" % R0)
print("absorption from semiconductor side A_R: %.4e" % AR0)
_, _, psi, v = matching(E0, eta0, levels)
J = 2*t*np.imag(np.conj(psi[:-1])*psi[1:])/v
print("bond current entering device / incident: %.4e" % J[0])
print("bond current entering barrier / incident: %.4e" % J[PAD])
print("bond current leaving barrier / incident: %.4e"
      % J[PAD + BARRIER_SITES])
print("bond current leaving device / incident: %.4e" % J[-1])
print("probe transmission, conserved: %.4e" % probe_L)
print("extra metal sites in device: %d" % EXTRA)
print("T with extra sites: %.4e" % T_long)
print("A_L with extra sites: %.4f" % A_long)
print("T ratio computed: %.4f, exponential law: %.4f"
      % (T_long/T_eta, decay_law))
print("INTEGRATED CURRENTS, temperature %.0f K" % TEMPERATURE)
print("false zero-bias current into device, metal side: %.4e microampere"
      % I_green[0])
print("false zero-bias current, semiconductor side: %.4e microampere"
      % I_green[1])
print("true coherent current at %.0f mV, eta = 0: %.4e microampere"
      % (BIAS*1e3, I_green[2]))
print("false metal-side current / true current: %.4g"
      % (I_green[0]/I_green[2]))
print("no test failed")
```

Output:

```
SINGLE LEVEL, Gamma_L = 1.0, Gamma_R = 1.0, eta = 1.0 meV
peak T without eta: 1.0000
peak T with eta: 0.2500
peak R with eta: 0.2500
peak absorption with eta: 0.5000
peak of smeared coherent T: 0.5000
peak of probe transmission: 0.5000
area under T without eta: 3.1416 meV
area under T with eta: 1.5708 meV
CONTACT MODEL, hopping t = 1.0 eV
metal band bottom: -1.50 eV
semiconductor band edge: -0.05 eV
barrier top: 0.50 eV, barrier sites: 12
device sites in all: 20
AT THE FERMI ENERGY, E = 0.0 eV
metal 2t sin k: 1.9365 eV
coherent T, eta = 0: 9.1205e-04
dwell time from metal side: 3.360 fs
eta = 1e-03 eV: T = 8.5844e-04, A_L = 1.0157e-02, A_L/T = 11.83
eta = 1e-05 eV: T = 9.1149e-04, A_L = 1.0210e-04, A_L/T = 0.112
eta = 1e-07 eV: T = 9.1204e-04, A_L = 1.0210e-06, A_L/T = 0.00112
eta giving A_L/T = 0.01: 8.933e-07 eV
BELOW: eta = 1.0 meV
norm lifetime hbar/(2 eta): 0.3291 ps
R from metal side: 0.988985
absorption from semiconductor side A_R: 1.0612e-01
bond current entering device / incident: 1.1015e-02
bond current entering barrier / incident: 2.3914e-03
bond current leaving barrier / incident: 8.7392e-04
bond current leaving device / incident: 8.5844e-04
probe transmission, conserved: 9.9197e-04
extra metal sites in device: 400
T with extra sites: 5.6770e-04
A_L with extra sites: 0.5671
T ratio computed: 0.6613, exponential law: 0.6616
INTEGRATED CURRENTS, temperature 300 K
false zero-bias current into device, metal side: 1.7546e+00 microampere
false zero-bias current, semiconductor side: 3.9346e-01 microampere
true coherent current at 10 mV, eta = 0: 1.3286e-03 microampere
false metal-side current / true current: 1321
no test failed
```
